# Roughness and grading in specular X-ray reflectivity: verification in Python

```python
# Result under test: in the Born approximation a rough interface and a graded
# interface with the same laterally averaged electron density have the same
# specular X-ray amplitude; a Gaussian width sigma multiplies the amplitude by
# exp(-q^2 sigma^2/2) and the intensity by exp(-q^2 sigma^2).
# Symbols: q = specular momentum transfer (1/angstrom), z = depth (angstrom),
# s = rms height roughness, g = local grading width, sigma^2 = s^2 + g^2,
# xi = lateral correlation length, r_e = classical electron radius.
# Densities are in electrons per cubic angstrom; depth increases into the sample.
import math
import numpy as np
from scipy import constants as const
from scipy.special import ndtr, erf

ANG = 1e-10
r_e = const.physical_constants["classical electron radius"][0] / ANG
bohr = const.physical_constants["Bohr radius"][0] / ANG
a_si = const.physical_constants["lattice parameter of silicon"][0] / ANG
assert abs(r_e / (const.alpha**2 * bohr) - 1) < 1e-7

photon_ev = 8000.0
k0 = photon_ev * const.e / (const.hbar * const.c) * ANG
n_si = 8 * 14 / a_si**3
n_film = 2.4
thickness = 40.0
sigma_top, sigma_buried = 3.0, 5.0
absorption_ratio = 0.1
detector_half_angle = 0.5e-3


def slope_transform(z, profile, q):
    """Fourier transform of the profile's slope, from finite differences."""
    return np.sum(np.diff(profile) * np.exp(1j * q * (z[1:] + z[:-1]) / 2))


def exact_amplitude(q, edges, density):
    """Exact reflection from uniform layers, including multiple scattering."""
    density = np.asarray(density, dtype=complex)
    kz = np.sqrt((q[None, :] / 2)**2 - 4 * np.pi * r_e * density[:, None])
    r = np.zeros(len(q), dtype=complex)
    for j in range(len(edges) - 1, -1, -1):
        if j < len(edges) - 1:
            r = r * np.exp(2j * kz[j + 1] * (edges[j + 1] - edges[j]))
        step = 4 * np.pi * r_e * (density[j + 1] - density[j])
        fresnel = step / (kz[j] + kz[j + 1])**2
        r = (fresnel + r) / (1 + fresnel * r)
    return r * np.exp(1j * q * edges[0])


def graded_stack(q, scale=1.0, film=n_film):
    """One laterally uniform stack with continuous Gaussian grading."""
    edges = np.linspace(-25.0, 80.0, 1051)
    mid = (edges[1:] + edges[:-1]) / 2
    profile = (film * ndtr(mid / sigma_top)
               + (n_si - film) * ndtr((mid - thickness) / sigma_buried))
    return exact_amplitude(q, edges, scale * np.r_[0, profile, n_si])


def rough_stack(q, scale=1.0):
    """Coherent average over locally flat stacks with sharp interfaces."""
    nodes, weights = np.polynomial.hermite_e.hermegauss(24)
    weights = weights / weights.sum()
    total = np.zeros(len(q), dtype=complex)
    for x1, w1 in zip(nodes, weights):
        for x2, w2 in zip(nodes, weights):
            edges = [sigma_top * x1, thickness + sigma_buried * x2]
            # Extreme nodes where interfaces cross have negligible weight.
            if edges[1] > edges[0]:
                total += w1 * w2 * exact_amplitude(
                    q, edges, scale * np.array([0, n_film, n_si]))
    return total


def born_stack(q):
    top = n_film * np.exp(-(q * sigma_top)**2 / 2)
    buried = (n_si - n_film) * np.exp(-(q * sigma_buried)**2 / 2)
    return 4 * np.pi * r_e / q**2 * (top + buried * np.exp(1j * q * thickness))


def accepted_diffuse_ratio(q, s, xi, window):
    """Diffuse intensity in the detector divided by specular intensity."""
    return sum((q * s)**(2 * m) / math.factorial(m)
               * erf(window * xi / (2 * math.sqrt(m))) for m in range(1, 50))


def diffuse_power(q, s, g):
    """Total diffuse power relative to the power of a sharp flat interface."""
    return math.exp(-(q * g)**2) * (1 - math.exp(-(q * s)**2))


# Simulated rough lines: averaged density, coherent peak, accepted diffuse part.
# A slit open across the scattering plane reduces a rough surface to a line.
rng = np.random.default_rng(7)
q_test = 0.3
points, dx, xi_test, runs = 2048, 10.0, 100.0, 1500
length = points * dx
distance = dx * np.minimum(np.arange(points), points - np.arange(points))
correlation = sigma_buried**2 * np.exp(-(distance / xi_test)**2)
spectrum = np.clip(np.fft.fft(correlation).real, 0, None)
white = rng.standard_normal((runs, points))
height = np.fft.ifft(np.sqrt(spectrum) * np.fft.fft(white, axis=1), axis=1).real
z = np.linspace(-60.0, 60.0, 1201)
mean_density = np.searchsorted(np.sort(height.ravel()), z) / height.size
profile_gap = np.max(np.abs(mean_density - ndtr(z / sigma_buried)))
assert profile_gap < 0.01
simulated_factor = abs(slope_transform(z, mean_density, q_test))
gauss_factor = math.exp(-(q_test * sigma_buried)**2 / 2)
assert abs(simulated_factor - gauss_factor) < 0.01
modes = np.fft.fft(np.exp(1j * q_test * height), axis=1) / points
power = np.mean(np.abs(modes)**2, axis=0)
half_modes = 20
simulated_window = power[:half_modes + 1].sum() + power[-half_modes:].sum()
window_test = (half_modes + 0.5) * 2 * np.pi / length
formula_window = gauss_factor**2 * (1 + accepted_diffuse_ratio(
    q_test, sigma_buried, xi_test, window_test))
assert abs(simulated_window / formula_window - 1) < 0.03

# Mixed interfaces: transform each local profile, then average over its height.
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
for s, g in [(4.0, 3.0), (3.0, 4.0), (0.0, 5.0)]:
    local = np.array([slope_transform(z, ndtr((z - s * x) / g), q_test)
                      for x in nodes])
    coherent = np.sum(weights * local)
    diffuse = np.sum(weights * np.abs(local)**2) - abs(coherent)**2
    assert abs(coherent - gauss_factor) < 1e-3
    assert abs(diffuse - diffuse_power(q_test, s, g)) < 1e-3

# A linear grade of the same variance is a different averaged profile.
linear_width = math.sqrt(12) * sigma_buried
linear_profile = np.clip(z / linear_width + 0.5, 0, 1)
linear_factor = slope_transform(z, linear_profile, q_test).real
x_linear = math.sqrt(3) * q_test * sigma_buried
assert abs(linear_factor - math.sin(x_linear) / x_linear) < 1e-3
assert abs(linear_factor - gauss_factor) > 0.05

# Exact wave solution at very weak density must reproduce the Born film formula.
q_grid = np.linspace(0.08, 0.30, 45)
weak = 1e-4
born = born_stack(q_grid)
weak_graded = graded_stack(q_grid, weak) / weak
weak_rough = rough_stack(q_grid, weak) / weak
error_graded = np.max(np.abs(weak_graded / born - 1))
error_rough = np.max(np.abs(weak_rough / born - 1))
assert error_graded < 1e-3 and error_rough < 1e-3

# Full density: size of multiple scattering and of the rough-graded difference.
R_born = np.abs(born)**2
R_graded = np.abs(graded_stack(q_grid))**2
R_rough = np.abs(rough_stack(q_grid))**2
gap = np.abs(R_rough / R_graded - 1)
weak_gap = np.max(np.abs(np.abs(weak_rough / weak_graded)**2 - 1))
assert gap.max() > 10 * weak_gap
film_absorbing = n_film * (1 - 1j * absorption_ratio)
R_absorbing = np.abs(graded_stack(q_grid, film=film_absorbing))**2

print(f"photon energy: {photon_ev:.0f} eV; wavenumber: {k0:.4f} 1/angstrom")
print(f"classical electron radius: {r_e:.4e} angstrom")
print(f"silicon density: {n_si:.4f} electrons/angstrom^3")
print(f"film density: {n_film:.1f} electrons/angstrom^3")
print(f"film thickness: {thickness:.0f} angstrom")
print(f"top width: {sigma_top:.1f} angstrom")
print(f"buried width: {sigma_buried:.1f} angstrom = {sigma_buried/10:.2f} nm")
q_crit = math.sqrt(16 * math.pi * r_e * n_film)
print(f"film critical q: {q_crit:.4f} 1/angstrom")
print("buried interface: q (1/angstrom), angle (deg), amplitude, intensity factor")
for q in (0.1, 0.2, 0.3):
    angle = math.degrees(math.asin(q / (2 * k0)))
    amp = math.exp(-(q * sigma_buried)**2 / 2)
    print(f"  {q:.1f}  {angle:.3f}  {amp:.4f}  {amp**2:.4f}")
print("same width at q = 0.3 1/angstrom: s, g (angstrom), specular, diffuse power")
for s, g in [(5.0, 0.0), (4.0, 3.0), (0.0, 5.0)]:
    spec = math.exp(-q_test**2 * (s**2 + g**2))
    print(f"  {s:.0f}  {g:.0f}  {spec:.4f}  {diffuse_power(q_test, s, g):.4f}")
print(f"simulated rough amplitude factor, q = 0.3: {simulated_factor:.4f}")
print(f"largest simulated profile deviation: {profile_gap:.4f} of the step")
print(f"window test, simulation: {simulated_window:.4f}")
print(f"window test, formula: {formula_window:.4f}")
print(f"linear grade width, same variance: {linear_width:.2f} angstrom")
print(f"linear grade amplitude factor, q = 0.3: {linear_factor:.4f}")
print(f"weak-density error, graded stack: {error_graded:.1e}")
print(f"weak-density error, rough stack: {error_rough:.1e}")
print("film reflectivity: q (1/angstrom), Born, exact graded, locally flat rough")
for i in (4, 24, 44):
    print(f"  {q_grid[i]:.1f}  {R_born[i]:.3e}  {R_graded[i]:.3e}  {R_rough[i]:.3e}")
print("relative sizes: q (1/angstrom), Born error, rough-graded gap, absorption (%)")
for i in (4, 24, 44):
    born_error = 100 * (R_born[i] / R_graded[i] - 1)
    absorbed = 100 * (R_absorbing[i] / R_graded[i] - 1)
    signed_gap = 100 * (R_rough[i] / R_graded[i] - 1)
    print(f"  {q_grid[i]:.1f}  {born_error:.1f}  {signed_gap:.2f}  {absorbed:.2f}")
print(f"largest rough-graded gap, q 0.08 to 0.30: {100*gap.max():.2f} %")
print(f"  found at q = {q_grid[np.argmax(gap)]:.3f} 1/angstrom")
print(f"assumed film absorption ratio: {absorption_ratio:.1f}")
for q in (0.1, 0.3):
    print(f"locally flat needs xi well above {4*k0/q**2:.0f} angstrom at q = {q:.1f}")
theta = math.asin(q_test / (2 * k0))
print(f"p-polarization intensity loss, q = 0.3: {100*math.sin(2*theta)**2:.2f} %")
window = q_test / 2 * detector_half_angle
print(f"detector half-angle: {1e3*detector_half_angle:.1f} mrad")
print(f"lateral half-window, q = 0.3: {window:.2e} 1/angstrom")
print("all-rough 5 angstrom: xi (angstrom), diffuse/specular, apparent width (angstrom)")
for xi in (100.0, 1000.0, 10000.0):
    ratio = accepted_diffuse_ratio(q_test, sigma_buried, xi, window)
    collected = gauss_factor**2 * (1 + ratio)
    apparent = math.sqrt(-math.log(collected)) / q_test
    print(f"  {xi:.0f}  {ratio:.4f}  {apparent:.3f}")
print("tests ok")
```

Printed output:

```
photon energy: 8000 eV; wavenumber: 4.0542 1/angstrom
classical electron radius: 2.8179e-05 angstrom
silicon density: 0.6992 electrons/angstrom^3
film density: 2.4 electrons/angstrom^3
film thickness: 40 angstrom
top width: 3.0 angstrom
buried width: 5.0 angstrom = 0.50 nm
film critical q: 0.0583 1/angstrom
buried interface: q (1/angstrom), angle (deg), amplitude, intensity factor
  0.1  0.707  0.8825  0.7788
  0.2  1.413  0.6065  0.3679
  0.3  2.120  0.3247  0.1054
same width at q = 0.3 1/angstrom: s, g (angstrom), specular, diffuse power
  5  0  0.1054  0.8946
  4  3  0.1054  0.3395
  0  5  0.1054  0.0000
simulated rough amplitude factor, q = 0.3: 0.3244
largest simulated profile deviation: 0.0007 of the step
window test, simulation: 0.3242
window test, formula: 0.3249
linear grade width, same variance: 17.32 angstrom
linear grade amplitude factor, q = 0.3: 0.1990
weak-density error, graded stack: 6.2e-05
weak-density error, rough stack: 6.3e-05
film reflectivity: q (1/angstrom), Born, exact graded, locally flat rough
  0.1  1.507e-02  2.851e-02  2.852e-02
  0.2  4.455e-04  3.710e-04  3.706e-04
  0.3  2.129e-05  2.661e-05  2.573e-05
relative sizes: q (1/angstrom), Born error, rough-graded gap, absorption (%)
  0.1  -47.1  0.01  -5.06
  0.2  20.1  -0.10  -3.95
  0.3  -20.0  -3.33  5.21
largest rough-graded gap, q 0.08 to 0.30: 7.80 %
  found at q = 0.165 1/angstrom
assumed film absorption ratio: 0.1
locally flat needs xi well above 1622 angstrom at q = 0.1
locally flat needs xi well above 180 angstrom at q = 0.3
p-polarization intensity loss, q = 0.3: 0.55 %
detector half-angle: 0.5 mrad
lateral half-window, q = 0.3: 7.50e-05 1/angstrom
all-rough 5 angstrom: xi (angstrom), diffuse/specular, apparent width (angstrom)
  100  0.0253  4.972
  1000  0.2533  4.743
  10000  2.4625  3.347
tests ok
```
